# Why light s-band electrons in oxides resist small-polaron formation

An electron at the bottom of a metal s band must pay kinetic energy to sit on a single cation. For an isotropic band-edge mass $m$ (in units of the electron mass $m_e$) and nearest-neighbour cation spacing $d$, one-band tight binding with nearest-neighbour hopping gives

$$J=\frac{3\hbar^2}{m\,m_e d^2}.$$

On a simple cubic lattice this cost is half the bandwidth. With $m=0.3$ and $d=0.33$ nm it is 7.0 eV (0.257 hartree). The lattice, by relaxing around the localized electron, returns about 1.1 eV for rough oxide parameters. A small polaron, meaning an electron trapped essentially on one site by the distortion it creates, is therefore not favoured.

The figure of 7 eV extrapolates the mass at the band edge to the whole band. Mixing with oxygen orbitals lowers it to about 3.2 eV, which still exceeds the lattice gain. The electron does remain a polaron in a weaker sense: it stays extended and is lightly dressed by phonons.

## Back of the envelope

A state confined to one cell of a cubic lattice contains all wavevectors of the Brillouin zone, $|k_i|<\pi/d$, with equal weight. Each component has mean square $\pi^2/(3d^2)$, so $\langle k^2\rangle=\pi^2/d^2$. If the band stayed parabolic, the kinetic energy would be

$$\frac{\hbar^2\langle k^2\rangle}{2m\,m_e}=\frac{0.0381\ \text{eV nm}^2\times 9.87}{0.3\times(0.33\ \text{nm})^2}\approx 11.5\ \text{eV}.$$

For the gain, treat the electron as a charge of radius $d/2$ that polarizes the ions outside it. Let $\varepsilon_\infty=4$ be the permittivity from electrons alone and $\varepsilon_s=9$ the static one. The ionic part enters through $1/\kappa=1/\varepsilon_\infty-1/\varepsilon_s=0.139$, and the energy gained is about

$$\frac{e^2}{4\pi\varepsilon_0}\frac{1}{2\kappa(d/2)}=\frac{1.44\times0.139}{0.33}\ \text{eV}\approx0.6\ \text{eV}.$$

The cost wins by a factor near twenty. This estimate overstates the cost, because a real band flattens towards the zone boundary, and it omits strain from the gain. Both faults favour the conclusion, so they need to be removed.

## The localization cost

Place one s orbital of energy $\varepsilon_0^{\,s}$ on each site of a simple cubic lattice, with hopping amplitude $-t$, $t>0$, between neighbours. The six neighbours give

$$E(\mathbf k)=\varepsilon_0^{\,s}-2t\sum_{i=x,y,z}\cos k_id .$$

The minimum is $\varepsilon_0^{\,s}-6t$ at $\mathbf k=0$. Measured from there, the band energy is

$$\gamma(\mathbf k)=2t\sum_i(1-\cos k_id).$$

For small $k$, $1-\cos k_id\approx k_i^2d^2/2$, so $\gamma\approx td^2k^2$. Setting this equal to $\hbar^2k^2/(2m\,m_e)$ fixes the hopping:

$$t=\frac{\hbar^2}{2m\,m_ed^2}=\frac{0.0381}{0.3\times0.1089}\ \text{eV}=1.166\ \text{eV}.$$

A one-site state is an equal-weight superposition of all Bloch states, so its mean energy is the zone average of $E(\mathbf k)$. The cosines average to zero, leaving $\varepsilon_0^{\,s}$. The cost relative to the band bottom is

$$J=\varepsilon_0^{\,s}-(\varepsilon_0^{\,s}-6t)=6t=7.0\ \text{eV}.$$

The top of the band is at $\varepsilon_0^{\,s}+6t$, so the full width is 14.0 eV and $J$ is half of it.

The cost does not depend on the choice among the three cubic lattices. With $z$ neighbours at vectors $\boldsymbol\delta$ of length $d$, the bottom lies $zt$ below the site energy. Cubic symmetry gives $\sum_{\boldsymbol\delta}(\mathbf k\cdot\boldsymbol\delta)^2=zd^2k^2/3$, hence

$$\gamma\approx\frac t2\sum_{\boldsymbol\delta}(\mathbf k\cdot\boldsymbol\delta)^2=\frac{zt\,d^2k^2}{6}
\quad\Rightarrow\quad J=zt=\frac{6}{d^2}\,\frac{\hbar^2}{2m\,m_e}.$$

At fixed $m$ and $d$, more neighbours mean a smaller hopping to each, and the product $zt$ is unchanged. What changes is the link with the bandwidth. An fcc band runs from $-12t$ to $+4t$ about the site energy; its half-width is $8t$, or two thirds of $J$. The depth of the band bottom below the site energy is the relevant quantity, and it equals the half-width when the band is symmetric.

## What the lattice gives back

Let the electron have occupation $n_i$ on site $i$, with $\sum_in_i=1$. Give each site a local distortion $u_i$ with stiffness $K$ and coupling $g$, and treat the distortion as static. The lattice-dependent energy is

$$\sum_i\left(\tfrac12Ku_i^2-gu_in_i\right).$$

Setting the derivative to zero gives $u_i=gn_i/K$. Substitution gives $-g^2n_i^2/(2K)$ per site, so with $E_p=g^2/(2K)$ the total energy is

$$F=\langle T\rangle-E_p\sum_in_i^2,$$

where $T$ is the band energy. The potential felt by the electron is $-gu_i=-2E_pn_i$. An electron on one site thus sits in a well of depth $2E_p$, half of which is spent on distorting the lattice. An electron spread over $N$ sites gains $E_p/N$, which vanishes in a large crystal.

**Where the energies cross.** For a strongly trapped electron, hopping to the six neighbours is a virtual process across the energy $2E_p$. Second-order perturbation theory lowers the energy by $6t^2/(2E_p)=3t^2/E_p$. Readjustment of the lattice contributes at higher order, since the lattice energy was already at its minimum. Relative to the band bottom,

$$F_{\rm trapped}\approx 6t-E_p-\frac{3t^2}{E_p}.$$

Set this to zero, divide by $6t$, and write $x=E_p/J$:

$$1=x+\frac1{12x}\ \Rightarrow\ x^2-x+\frac1{12}=0\ \Rightarrow\ x=\tfrac12\left(1+\sqrt{\tfrac23}\right)=0.908.$$

The other root, $x=0.092$, means $2E_p\approx1.1t$, where the expansion in $t/(2E_p)$ is invalid. A self-consistent solution on a lattice, alternately minimizing over the distortion and the electron state, puts the crossing at $x=0.901$. On the simple cubic lattice the small polaron becomes the lower state when the relaxation energy reaches about nine tenths of $J$. For bcc and fcc the crossing lies at $0.93J$ and $0.94J$; for fcc this is 1.4 times the half-width.

**When no trapped state exists.** A higher-energy small polaron might still survive as a metastable state. To examine this, consider first a rigid well of depth $U$ on site 0. For a bound state at energy $-b$ below the band bottom, the Schrödinger equation in Bloch form is

$$[\gamma(\mathbf k)+b]\,\psi_{\mathbf k}=\frac{U}{\sqrt N}\,\psi_0,\qquad \psi_0=\frac1{\sqrt N}\sum_{\mathbf k}\psi_{\mathbf k}.$$

Solving the first equation for $\psi_{\mathbf k}$ and inserting it in the second gives

$$\frac1U=\left\langle\frac1{\gamma+b}\right\rangle,$$

where the brackets denote a zone average. The right side is largest as $b\to0$. It stays finite there, because in three dimensions the volume element $k^2dk$ cancels the $1/k^2$ singularity. A minimum depth is therefore needed:

$$U_c=\frac1{\langle1/\gamma\rangle}=\frac{t}{0.2527}=4.61\ \text{eV}.$$

The self-made potential may extend over many sites, but this does not help. It can be written $V=\sum_in_iV_i$, where $V_i$ is a well of depth $2E_p$ on site $i$ alone. The ground energy $\mathcal E_0[V]=\min_\psi\langle T+V\rangle$ is a minimum over functions linear in $V$, and is therefore concave:

$$\mathcal E_0[V]\ \ge\ \sum_in_i\,\mathcal E_0[V_i].$$

If $2E_p<U_c$, every term on the right equals the band bottom, and no level can lie below it. In this on-site model there is then no self-trapped state, not even a metastable one.

## The size of the relaxation energy

**Polar part.** Let the displacement field $D=e/(4\pi r^2)$ of the charge be fixed. Its energy density is $D^2/(2\varepsilon_0\varepsilon_\infty)$ before the ions move and $D^2/(2\varepsilon_0\varepsilon_s)$ afterwards. The gain outside a radius $r_p$ is

$$E_{\rm polar}=\frac1{2\varepsilon_0\kappa}\int_{r_p}^{\infty}\frac{e^2}{16\pi^2r^4}\,4\pi r^2dr=\frac{C}{2\kappa r_p},\qquad C=\frac{e^2}{4\pi\varepsilon_0}.$$

The radius follows from counting lattice waves. In Fourier space a point charge gains $(C/2\kappa)(4\pi/q^2)$ per wavevector. The crystal supplies waves only within the zone, whose volume equals that of a sphere of radius $q_D=(6\pi^2)^{1/3}/d=11.81$ nm$^{-1}$. Therefore

$$E_{\rm polar}=\frac{C}{2\kappa}\int_0^{q_D}\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi}{q^2}=\frac{Cq_D}{\pi\kappa}=\frac{1.44\times0.1389\times11.81}{\pi}\ \text{eV}=0.75\ \text{eV}.$$

Comparison of the two forms gives $r_p=\pi/(2q_D)=0.133$ nm. Integrating over the true cubic zone changes the result to 0.74 eV.

**Strain part.** A cell of volume $d^3$ under dilation $\theta$ has energy $\tfrac12Bd^3\theta^2-\Xi\theta$, with bulk modulus $B$ and deformation potential $\Xi$; the sign of $\theta$ is chosen so that the coupling lowers the energy. The minimum is at $\theta=\Xi/(Bd^3)$, and the gain is

$$E_{\rm strain}=\frac{\Xi^2}{2Bd^3}=0.37\ \text{eV}\qquad(\Xi=5\ \text{eV},\ B=150\ \text{GPa}).$$

The implied strain is $2\times0.37/5\approx0.15$, which stretches linear elasticity. The surrounding crystal's resistance to shear is left out; including it would stiffen the cell and reduce this gain.

The sum is $E_p=1.12$ eV. Hence $J/E_p=6.2$, and the bare one-site state lies 5.9 eV above the band bottom. The stronger criterion also holds: the well depth $2E_p=2.25$ eV is about half of $U_c=4.61$ eV. Unlike $J$, these two numbers depend on the lattice. At the same $d$ and $m$ the smaller fcc cell, $d^3/\sqrt2$, gives $E_p=1.37$ eV, $J/E_p=5.1$ and $U_c=5.2$ eV.

Since $J\propto1/m$, the crossing at fixed $d$ and $E_p$ requires a mass of

$$0.3\times\frac{0.901\times6.997}{1.123}=1.7 .$$

Within this model, a narrow band of heavy carriers can form small polarons in a lattice that leaves light s electrons extended.

## Mixing with oxygen

In an oxide, cation s orbitals are also coupled through the oxygen atoms between them. To isolate the effect of this path, put one p orbital on each bond, directed along it, at energy $-\Delta$ relative to the s level, and neglect direct cation hopping. The two lobes of a p orbital have opposite signs, so the Bloch coupling along axis $i$ is

$$h_i=V\left(e^{ik_id/2}-e^{-ik_id/2}\right)=2iV\sin(k_id/2).$$

With amplitudes $a$ on s and $b_i$ on p, the eigenvalue equations are $Ea=\sum_ih_ib_i$ and $(E+\Delta)b_i=h_i^*a$. Eliminating $b_i$ gives

$$E(E+\Delta)=4V^2\sum_i\sin^2\frac{k_id}2=2V^2\sum_i(1-\cos k_id).$$

Near $\mathbf k=0$ this reduces to $E\approx V^2d^2k^2/\Delta$. The edge mass is kept at 0.3 by choosing $V^2/\Delta=t$, and the right side becomes $\Delta\gamma$. The upper band is then

$$E=\frac\Delta2\left(\sqrt{1+\frac{4\gamma}{\Delta}}-1\right).$$

For $\Delta\gg\gamma$ it returns to $E=\gamma$. For $\Delta\ll\gamma$ it grows only as $\sqrt{\Delta\gamma}$: the band bends over once its energy becomes comparable with the gap.

With $\Delta=3$ eV the zone average, which is the new localization cost, is 3.23 eV. The square-root form is concave in $\gamma$, so this average must lie below its value at $\gamma=J$, which is 3.32 eV, as it does. Oxygen mixing more than halves the estimate at fixed edge mass, yet the cost is still 2.9 times $E_p$.

The binding depth also falls. From $E(E+\Delta)=\Delta\gamma$,

$$\frac1E=\frac{E+\Delta}{\Delta\gamma}=\frac1\gamma+\frac{E}{\Delta\gamma}.$$

The added term is positive, so $\langle1/E\rangle$ rises and $U_c$ drops to 2.62 eV. The well depth of 2.25 eV remains below it, but a rise of 17% in $E_p$, less than the change from a simple cubic to an fcc cell volume, would close this margin, as would lowering $\Delta$ to a little below 2 eV. That would remove the proof that no metastable state exists; it would not by itself make a small polaron stable. In the on-site model with $\Delta=3$ eV, a state started on one site stays trapped only once $E_p$ is about 1.8 times larger, and it becomes the lower state at about 2.7 times. Here a "site" means the localized orbital built from the upper band alone, and the same $E_p$ is assigned to it although part of its charge lies on oxygen.

## The polar tail and the extended polaron

The concavity argument assumes that each site's distortion acts on that site. Ionic polarization instead produces an attraction that falls off as $1/r$, and such a tail can bind a large, shallow state. The question is whether it also stabilizes a small one.

This was examined with the full polar interaction and the strain term in a periodic box of $12^3=1728$ sites. The electron began on one site with the lattice relaxed around it; lattice and electron were then minimized in turn. The results for the largest final site occupation were:

- one-band model, $m=0.3$: 0.00058, equal to the uniform value $1/1728$;
- oxygen-mixed band, $m=0.3$: 0.00058 again;
- one-band control with $m=3$ and the same lattice: 0.964.

The light electron escapes in both band models, while the heavy one, whose cost is only 0.70 eV, stays trapped. The calculation follows one starting state and does not exclude every other minimum. Its box, 4 nm wide, is also too small to decide the shape of a large polaron. The periodic sum omits the longest waves, so the one-site gain in the box is 1.04 eV; restoring the missing part leaves the three outcomes unchanged.

The extended electron still lowers its energy by exciting virtual phonons. Let $c=\hbar^2/(2m\,m_e)$ and let $\hbar\omega=0.05$ eV be the phonon energy. For a static charge the gain per wavevector is $|V_q|^2/\hbar\omega$. Matching it to the polar expression above gives $|V_q|^2=2\pi C\hbar\omega/(\kappa q^2)$. For a mobile electron at rest, second-order theory adds the recoil energy $cq^2$:

$$\delta E=-\frac{C\hbar\omega}{\pi\kappa}\int_0^\infty\frac{dq}{\hbar\omega+cq^2}=-\frac{C}{2\kappa}\sqrt{\frac{\hbar\omega}{c}}\equiv-\alpha\hbar\omega .$$

This gives $\alpha=1.25$ and a lowering of 0.063 eV for a parabolic band; summing over the zone with the lattice bands gives 0.062 eV (one band) and 0.069 eV (oxygen-mixed). Recoil suppresses the short waves that supplied most of the 0.75 eV for a fixed charge.

At small momentum $k$ the denominator becomes $A-y$, with $A=\hbar\omega+cq^2$ and $y=2c\,\mathbf k\cdot\mathbf q$. The $k^2$ term comes from $y^2/A^3$, with angular average $\langle y^2\rangle=4c^2k^2q^2/3$:

$$\delta E_2=-\frac{C\hbar\omega}{\pi\kappa}\,\frac{4c^2k^2}{3}\int_0^\infty\frac{q^2dq}{(\hbar\omega+cq^2)^3}=-\frac\alpha6\,ck^2,$$

where the integral equals $\pi/[16(c\hbar\omega)^{3/2}]$. To leading order the mass grows by the factor $1+\alpha/6=1.21$. Since $\alpha$ is not small, this is an estimate. If 0.3 is a measured, already dressed mass, the bare mass is lower and $J$ is larger by roughly a fifth.

## Comparison and the real material

The envelope set 11.5 eV against 0.6 eV. The controlled one-band model sets 7.0 eV against 1.1 eV, and oxygen mixing reduces the cost to 3.2 eV. The ratio shrinks from nearly twenty to about three, but the order of the energies survives.

The parameters are rough values in the regime of indium oxide, whose conduction-band edge has strong indium s character. Its cations do not form a simple cubic lattice, and in amorphous oxides their distances vary. Raising $d$ to 0.36 nm at fixed mass lowers the one-band cost to 5.9 eV, a smaller change than that from oxygen mixing. The thermal energy at 300 K, 0.026 eV, and the Fermi energy at $10^{19}$ cm$^{-3}$, 0.056 eV, are small beside these costs. At $10^{21}$ cm$^{-3}$ the Fermi energy reaches about 1 eV and free carriers screen the polar field, so the one-electron estimate does not apply as it stands. For $m=0.3$ the phonon energy is far below $t$ ($\hbar\omega/t=0.04$), which supports the static-lattice treatment of trapping. The ratio is 0.24 at the crossing mass of 1.7 and 0.43 for the control with $m=3$, so the results for heavy carriers are rougher.

The model also assumes that all sites are equivalent, which fails in an amorphous film. In the one-band model, a single site whose level is lowered by more than $U_c=4.6$ eV binds an electron without any relaxation. In the mixed band the threshold is 2.6 eV if the well acts on the whole upper-band orbital. It stays at 4.6 eV if only the cation's s level is lowered, because at the band edge, $E=0$, eliminating the p amplitudes leaves the one-band equation with energy $\gamma$. Relaxation around such a site reduces the lowering required, and a defect extending over several cations can bind with a smaller depth on each. The estimate therefore argues against self-trapping at ordinary sites; it does not rule out deep traps at defects.

## Numbers as computed

```
band-edge mass: 0.30 m_e
cation spacing: 0.33 nm
high-frequency permittivity: 4.0
static permittivity: 9.0
phonon energy: 0.050 eV
s-p gap: 3.0 eV
deformation potential: 5.0 eV
bulk modulus: 150 GPa
hbar^2/(2 m_e): 0.03810 eV nm^2
e^2/(4 pi eps0): 1.4400 eV nm
hopping t: 1.166 eV
localization cost J = half-bandwidth: 6.997 eV
same J in atomic units: 0.2571 hartree
full bandwidth 12 t: 13.99 eV
sc: cost * d^2 / curvature: 6.000
sc: half-width / cost: 1.000
bcc: cost * d^2 / curvature: 6.000
bcc: half-width / cost: 1.000
fcc: cost * d^2 / curvature: 6.000
fcc: half-width / cost: 0.667
1/kappa: 0.1389
zone-sphere radius q_D: 11.81 1/nm
equivalent charge radius: 0.1330 nm
polar relaxation energy: 0.752 eV
same with cubic zone: 0.740 eV
strain relaxation energy: 0.372 eV
total relaxation energy E_p: 1.123 eV
J / E_p: 6.23
one-site state above band bottom, J - E_p: 5.87 eV
crossing E_p/J, lattice solution: 0.9013
crossing E_p/J, second order: 0.9082
mass at crossing, on-site model: 1.68 m_e
zone mean of t/gamma: 0.25273
well depth 2 E_p: 2.247 eV
binding depth U_c, one band: 4.614 eV
localization cost, oxygen-mixed band: 3.227 eV
mixed-band cost / E_p: 2.87
binding depth U_c, mixed band: 2.620 eV
box size: 12 sites per edge
uniform site occupation in box: 0.00058
final largest occupation, one band: 0.00058
final largest occupation, mixed band: 0.00058
control mass: 3.0 m_e
final largest occupation, control: 0.964
Frohlich coupling alpha: 1.25
phonon lowering of extended state: 0.063 eV
mass factor 1 + alpha/6: 1.21
wider cation spacing: 0.36 nm
J at wider spacing: 5.88 eV
thermal energy at 300 K: 0.0259 eV
Fermi energy at 1e+19 cm^-3: 0.056 eV
```
